# The Finnis–Sinclair square root from the second moment of the band: a program that tests the result

```python
"""
Result under test: for a tight-binding band with a fixed local band shape and
locally neutral atoms, the bond energy of atom i is  E_i = -A sqrt(rho_i),
rho_i = sum_j phi(r_ij),  phi = (dds^2 + 2 ddp^2 + 2 ddd^2)/5  for d orbitals.
Symbols: g orbitals per atom, N electrons per atom, theta = N/(2g) filling,
eps on-site level, w = sqrt(rho) rms band width, A band-shape constant.
The Fermi level is the zero of energy. Energies in eV, lengths in angstrom.
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, root
from scipy.special import expit, xlogy
from scipy.stats import norm

g, N = 5, 3.0
theta = N / (2 * g)
a = 3.0
r_nn = a * np.sqrt(3) / 2
unit_hop = 0.15
kT = 0.1
ratios = np.array([-6.0, 4.0, 4.0, -1.0, -1.0])

# d orbitals as normalised symmetric traceless tensors: m = 0, 1, 1, 2, 2
T = np.zeros((5, 3, 3))
T[0] = np.diag([-1, -1, 2]) / np.sqrt(6)
T[1, 0, 2] = T[1, 2, 0] = 1 / np.sqrt(2)
T[2, 1, 2] = T[2, 2, 1] = 1 / np.sqrt(2)
T[3] = np.diag([1, -1, 0]) / np.sqrt(2)
T[4, 0, 1] = T[4, 1, 0] = 1 / np.sqrt(2)


def hop_block(d):
    """5x5 hopping matrix for a bond vector d, built in the bond frame."""
    r = np.linalg.norm(d)
    n = d / r
    e1 = np.cross(np.eye(3)[np.argmin(abs(n))], n)
    e1 /= np.linalg.norm(e1)
    R = np.column_stack([e1, np.cross(n, e1), n])
    U = np.einsum('aij,ik,bkl,jl->ab', T, R, T, R)
    return (U * (ratios * unit_hop * (r_nn / r) ** 5)) @ U.T


def phi(r):
    """Orbital-averaged squared hopping from the three bond integrals."""
    dds, ddp, ddd = np.array([-6.0, 4.0, -1.0]) * unit_hop * (r_nn / r) ** 5
    return (dds ** 2 + 2 * ddp ** 2 + 2 * ddd ** 2) / 5


# ---- second moment of the LDOS in an irregular cluster, unequal levels
rng = np.random.default_rng(4)
pos = np.array(list(itertools.product([0, 1], repeat=3))) * 2.7
pos = pos + rng.uniform(-0.3, 0.3, pos.shape)
levels = rng.uniform(-1, 1, len(pos))
H = np.diag(np.repeat(levels, 5))
for i, j in itertools.permutations(range(len(pos)), 2):
    H[5*i:5*i+5, 5*j:5*j+5] = hop_block(pos[j] - pos[i])
assert np.allclose(H, H.T)
E, C = np.linalg.eigh(H)
orbital_m2 = (C[:5] ** 2) @ (E - levels[0]) ** 2
cluster_m2 = orbital_m2.mean()
cluster_rho = sum(phi(np.linalg.norm(p - pos[0])) for p in pos[1:])
assert abs(cluster_m2 - cluster_rho) < 1e-10
assert np.ptp(orbital_m2) > 0.01 * cluster_m2
print(f"Cluster atom: second moment from eigenstates = {cluster_m2:.6f} eV^2")
print(f"Cluster atom: sum of phi over neighbours = {cluster_rho:.6f} eV^2")
print(f"Cluster atom: smallest single-orbital moment = {orbital_m2.min():.4f} eV^2")
print(f"Cluster atom: largest single-orbital moment = {orbital_m2.max():.4f} eV^2")

# ---- fixed shapes: direct integration over energy against closed forms
shapes = {
    'rectangle': (lambda x: 1 / (2 * np.sqrt(3)), np.sqrt(3)),
    'semi-ellipse': (lambda x: np.sqrt(max(4 - x * x, 0)) / (2 * np.pi), 2.0),
    'Gaussian': (lambda x: np.exp(-x * x / 2) / np.sqrt(2 * np.pi), 8.0)}


def integrate_band(shape, w, eps, power):
    f, span = shapes[shape]
    top = min(0.0, eps + span * w)
    return quad(lambda e: (e - eps) ** power * 2 * g / w * f((e - eps) / w),
                eps - span * w, top, epsabs=1e-11, epsrel=1e-11, limit=200)[0]


def neutral_level(shape, w):
    edge = 0.999 * shapes[shape][1] * w
    return brentq(lambda e: integrate_band(shape, w, e, 0) - N, -edge, edge,
                  xtol=1e-12)


x_ell = brentq(lambda x: 0.5 + x * np.sqrt(4 - x * x) / (4 * np.pi)
               + np.arcsin(x / 2) / np.pi - theta, -2, 2)
closed_A = {'rectangle': np.sqrt(3) * N * (1 - N / (2 * g)),
            'semi-ellipse': 2 * g * (4 - x_ell ** 2) ** 1.5 / (6 * np.pi),
            'Gaussian': 2 * g * norm.pdf(norm.ppf(theta))}
bound_A = 2 * g * np.sqrt(theta * (1 - theta))
print(f"Electrons per atom N = {N:.0f}, filling theta = {theta:.2f}")
for shape in shapes:
    e1, e2 = [integrate_band(shape, w, neutral_level(shape, w), 1)
              for w in (1.0, 1.7)]
    slope = np.log(e2 / e1) / np.log(1.7 ** 2)
    assert abs(-e1 - closed_A[shape]) < 1e-6 and abs(slope - 0.5) < 1e-6
    assert 0 < -e1 < bound_A
    print(f"{shape}: A = {-e1:.4f}, exponent of rho = {slope:.4f}")
print(f"Upper bound on A for any shape = {bound_A:.4f}")

# ---- the same rectangle with frozen level: the exponent is no longer 1/2
frozen = neutral_level('rectangle', 1.0)
step = 1e-3
lo, hi = [integrate_band('rectangle', w, frozen, 1) for w in (1 - step, 1 + step)]
frozen_slope = np.log(hi / lo) / (2 * np.log((1 + step) / (1 - step)))
s = 1 - 2 * theta
assert abs(frozen_slope - 0.5 * (1 + s * s) / (1 - s * s)) < 1e-4
print(f"Rectangle, frozen level: exponent of rho = {frozen_slope:.4f}")

# ---- neutralising level shifts do no work (four sites, finite temperature)
site_N, site_kT = 0.7, 0.3
hops = np.array([[0, 1.0, 0.6, 0.3], [1.0, 0, 0.8, 0.5],
                 [0.6, 0.8, 0, 0.9], [0.3, 0.5, 0.9, 0]]) * -1.0


def neutral_molecule(h01):
    h = hops.copy()
    h[0, 1] = h[1, 0] = h01

    def state(eps):
        e, c = np.linalg.eigh(h + np.diag(eps))
        f = expit(-e / site_kT)
        return e, f, (c * f) @ c.T
    sol = root(lambda x: 2 * np.diag(state(x)[2]) - site_N, np.full(4, 0.5),
               tol=1e-12)
    e, f, dm = state(sol.x)
    assert np.max(abs(2 * np.diag(dm) - site_N)) < 1e-9
    entropy = -2 * np.sum(xlogy(f, f) + xlogy(1 - f, 1 - f))
    free = 2 * f @ e - site_N * sol.x.sum() - site_kT * entropy
    return free, 4 * dm[0, 1]


d = 1e-4
numeric = (neutral_molecule(-1 + d)[0] - neutral_molecule(-1 - d)[0]) / (2 * d)
fixed_dm = neutral_molecule(-1.0)[1]
assert abs(numeric - fixed_dm) < 1e-6
print(f"Four sites: dF/dh with neutrality re-solved = {numeric:.6f}")
print(f"Four sites: dF/dh at fixed density matrix = {fixed_dm:.6f}")

# ---- half-filled s bands, hopping -1: how constant is A across lattices?
x1 = (np.arange(4000) + 0.5) * np.pi / 4000
x2 = np.cos((np.arange(400) + 0.5) * np.pi / 400)
c3 = np.cos((np.arange(80) + 0.5) * np.pi / 80)
cx, cy, cz = np.meshgrid(c3, c3, c3, indexing='ij')
bands = {'chain': (2, -2 * np.cos(x1)),
         'square': (4, -2 * (x2[:, None] + x2[None, :])),
         'simple cubic': (6, -2 * (cx + cy + cz)),
         'bcc': (8, -8 * cx * cy * cz),
         'fcc': (12, -4 * (cx * cy + cy * cz + cz * cx))}
coord, s_energy = [], []
for name, (Z, band) in bands.items():
    e = np.sort(band.ravel())
    assert abs(np.mean(e ** 2) - Z) < 1e-8
    bond = 2 * e[:e.size // 2].sum() / e.size
    assert -bond / np.sqrt(Z) < 1
    coord.append(Z)
    s_energy.append(-bond)
    print(f"s band, {name}, Z = {Z}: -E/|h| = {-bond:.4f}, A = {-bond/np.sqrt(Z):.4f}")
assert abs(s_energy[0] - 4 / np.pi) < 1e-5
s_slope = np.polyfit(np.log(coord), np.log(s_energy), 1)[0]
assert 0.25 < s_slope < 0.75
print(f"s bands: fitted exponent of Z = {s_slope:.3f}")

# ---- worked example: bcc d band, bulk and nine-layer (001) slab
half = a / 2
near = [np.array(v) * half for v in itertools.product([-1, 1], repeat=3)]
second = [sgn * a * np.eye(3)[i] for i in range(3) for sgn in (-1, 1)]
bonds = [(v, hop_block(v)) for v in near + second]
M = 16
q = (np.arange(M) + 0.5) * 2 * np.pi / (M * a)
k3 = np.array(list(itertools.product(q, repeat=3)))
Hb = sum(np.exp(1j * k3 @ v)[:, None, None] * b for v, b in bonds)
Eb = np.linalg.eigvalsh(Hb)
rho_b = 8 * phi(r_nn) + 6 * phi(a)
assert abs(np.mean(Eb ** 2) - rho_b) < 1e-9
eps_b = brentq(lambda x: 2 * g * expit(-(Eb + x) / kT).mean() - N, -15, 15)
bond_b = 2 * g * np.mean(expit(-(Eb + eps_b) / kT) * Eb)
w_b = np.sqrt(rho_b)
A_b = -bond_b / w_b

L = 9
q2 = q[:M // 2]
k2 = np.array(list(itertools.product(q2, repeat=2)))
Hs = np.zeros((len(k2), 5 * L, 5 * L), complex)
rho = np.zeros(L)
for layer in range(L):
    for v, b in bonds:
        other = layer + int(round(v[2] / half))
        if 0 <= other < L:
            phase = np.exp(1j * k2 @ v[:2])[:, None, None]
            Hs[:, 5*layer:5*layer+5, 5*other:5*other+5] += phase * b
            rho[layer] += phi(np.linalg.norm(v))


def slab(eps):
    """Electrons, bond energy and second moment of each layer's atom."""
    e, c = np.linalg.eigh(Hs + np.diag(np.repeat(eps, 5)))
    weight = (abs(c) ** 2).reshape(len(k2), L, 5, 5 * L).sum(axis=2)
    occ = expit(-e / kT)[:, None, :]
    rel = e[:, None, :] - eps[None, :, None]
    total = [2 * weight * occ, 2 * weight * occ * rel, weight * rel ** 2 / g]
    return [t.sum(axis=(0, 2)) / len(k2) for t in total]


def mirror(h):
    return np.concatenate([h, h[:-1][::-1]])


sol = root(lambda h: slab(mirror(h))[0][:5] - N, np.full(5, eps_b), tol=1e-9)
eps = mirror(sol.x)
electrons, bond, m2 = slab(eps)
assert np.max(abs(electrons - N)) < 1e-6
assert np.max(abs(m2 - rho)) < 1e-8
assert np.all(-bond <= bound_A * np.sqrt(rho))
root_law = -A_b * np.sqrt(rho[0])
linear_law = bond_b * rho[0] / rho_b
assert abs(bond[0] - root_law) < abs(bond[0] - linear_law)
frozen_electrons = slab(np.full(L, eps_b))[0]

print(f"Lattice constant = {a:.1f} A, nearest distance = {r_nn:.4f} A")
print(f"Hopping dds, ddp, ddd at r_nn = {-6*unit_hop:.2f}, {4*unit_hop:.2f}, {-unit_hop:.2f} eV")
print(f"Electronic temperature kT = {kT:.2f} eV, slab layers = {L}")
print(f"phi at first, second shell = {phi(r_nn):.4f}, {phi(a):.4f} eV^2")
print(f"Bulk rho = {rho_b:.4f} eV^2, w = {w_b:.4f} eV")
print(f"Bulk second moment from bands = {np.mean(Eb**2):.4f} eV^2")
print(f"Bulk bond energy = {bond_b:.4f} eV per atom")
print(f"Bulk A = {A_b:.4f}")
print(f"Bulk level above Fermi level = {eps_b:.4f} eV, x_F = {-eps_b/w_b:.4f}")
print(f"Surface rho = {rho[0]:.4f} eV^2, w = {np.sqrt(rho[0]):.4f} eV")
print(f"Surface/bulk ratio of rho = {rho[0]/rho_b:.4f}, of sqrt(rho) = {np.sqrt(rho[0]/rho_b):.4f}")
print(f"Surface bond energy, neutral slab = {bond[0]:.4f} eV per atom")
print(f"Surface bond energy, square-root law = {root_law:.4f} eV per atom")
print(f"Surface bond energy, linear law = {linear_law:.4f} eV per atom")
print(f"Square-root law error = {100*(root_law/bond[0]-1):.2f} percent")
print(f"Linear law error = {100*(linear_law/bond[0]-1):.2f} percent")
print(f"Middle-layer bond energy = {bond[L//2]:.4f} eV per atom")
print(f"Surface level shift, neutral slab = {eps[0]-eps_b:.4f} eV")
print(f"Surface level shift, fixed shape = {eps_b*(np.sqrt(rho[0])/w_b-1):.4f} eV")
print(f"Surface electrons with frozen levels = {frozen_electrons[0]:.4f}")
print(f"Largest neutrality error in slab = {np.max(abs(electrons-N)):.1e} electrons")
print("every check passed")
```

It prints:

```
Cluster atom: second moment from eigenstates = 1.902833 eV^2
Cluster atom: sum of phi over neighbours = 1.902833 eV^2
Cluster atom: smallest single-orbital moment = 1.3870 eV^2
Cluster atom: largest single-orbital moment = 2.5136 eV^2
Electrons per atom N = 3, filling theta = 0.30
rectangle: A = 3.6373, exponent of rho = 0.5000
semi-ellipse: A = 3.6104, exponent of rho = 0.5000
Gaussian: A = 3.4769, exponent of rho = 0.5000
Upper bound on A for any shape = 4.5826
Rectangle, frozen level: exponent of rho = 0.6905
Four sites: dF/dh with neutrality re-solved = 1.276161
Four sites: dF/dh at fixed density matrix = 1.276161
s band, chain, Z = 2: -E/|h| = 1.2732, A = 0.9003
s band, square, Z = 4: -E/|h| = 1.6211, A = 0.8106
s band, simple cubic, Z = 6: -E/|h| = 2.0048, A = 0.8185
s band, bcc, Z = 8: -E/|h| = 2.0645, A = 0.7299
s band, fcc, Z = 12: -E/|h| = 2.6169, A = 0.7554
s bands: fitted exponent of Z = 0.393
Lattice constant = 3.0 A, nearest distance = 2.5981 A
Hopping dds, ddp, ddd at r_nn = -0.90, 0.60, -0.15 eV
Electronic temperature kT = 0.10 eV, slab layers = 9
phi at first, second shell = 0.3150, 0.0748 eV^2
Bulk rho = 2.9685 eV^2, w = 1.7229 eV
Bulk second moment from bands = 2.9685 eV^2
Bulk bond energy = -6.5225 eV per atom
Bulk A = 3.7857
Bulk level above Fermi level = 1.4621 eV, x_F = -0.8486
Surface rho = 1.6338 eV^2, w = 1.2782 eV
Surface/bulk ratio of rho = 0.5504, of sqrt(rho) = 0.7419
Surface bond energy, neutral slab = -4.4197 eV per atom
Surface bond energy, square-root law = -4.8388 eV per atom
Surface bond energy, linear law = -3.5897 eV per atom
Square-root law error = 9.48 percent
Linear law error = -18.78 percent
Middle-layer bond energy = -6.5167 eV per atom
Surface level shift, neutral slab = -0.7120 eV
Surface level shift, fixed shape = -0.3774 eV
Surface electrons with frozen levels = 1.7149
Largest neutrality error in slab = 1.5e-13 electrons
every check passed
```
